# First-order transmission change from the Fisher–Lee and Caroli formulas, part 1

(Sections cited here and not found follow in the second part.)

## I. The response theorem

A model wire, 50 nm wide and described on a 2.5 nm mesh, transmits electrons at 12 meV with total transmission 1.2712 per spin, out of a possible 2. Raising the potential energy of one cell of size 2.5 nm by 2.5 nm inside its central barrier, at (50, 15) nm, changes the transmission at the initial rate \(-1.98\times10^{-3}\) per meV. The same shift at (12.5, 37.5) nm gives \(+1.52\times10^{-3}\) per meV, so a repulsive increment there lets more electrons through. The response is positive at 40.6 percent of the cells. In the continuum limit the transmission is 1.254, the two rates for the same cell area are about 5 percent smaller, and the positive share is about 42 percent. The theorem below gives all these rates from one Green function, and its form shows how both signs arise.

### Setting and assumptions

A finite device has Hamiltonian \(H=H^\dagger\) in a fixed orthonormal basis. Two leads, left \(L\) and right \(R\), enter through retarded self-energies \(\Sigma_L,\Sigma_R\). At real energy \(E\),

\[
G=(E-H-\Sigma_L-\Sigma_R)^{-1},\qquad
\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)\ge0,\qquad
\Gamma=\Gamma_L+\Gamma_R. \tag{1}
\]

Transport is coherent and elastic, and electrons move in a given mean field. The inverse is assumed to exist. If it did not, some \(\psi\ne0\) would satisfy \((E-H-\Sigma_L-\Sigma_R)\psi=0\). The imaginary part of its product with \(\psi^\dagger\) would give \(\psi^\dagger\Gamma\psi=0\), hence \(\Gamma\psi=0\). The inverse therefore fails only at a state decoupled from all open lead modes.

### Lemma 1. The transmission amplitude

Let each lead consist of identical columns with column Hamiltonian \(h\) and hopping \(-t_0\) between neighbouring columns, \(t_0>0\). Let \(\phi_n\) be the real orthonormal eigenvectors of \(h\), with eigenvalues \(e_n\). Then the transmission summed over open modes is

\[
T=\operatorname{Tr}[\Gamma_L G\Gamma_R G^\dagger]. \tag{2}
\]

*Proof.* In mode \(n\), a wave that changes by a factor \(\lambda_n\) per column obeys

\[
E=e_n-t_0(\lambda_n+\lambda_n^{-1}).
\]

For an open mode take \(\lambda_n=e^{ik_n}\), \(0<k_n<\pi\). For a closed mode take the real root with \(|\lambda_n|<1\). The Schrödinger equation gives the current from column \(j\) to \(j+1\) as \((2t_0/\hbar)\operatorname{Im}(\psi_j^\dagger\psi_{j+1})\). A wave \(\phi_ne^{ik_nj}\) thus carries \(\gamma_n/\hbar\), with \(\gamma_n=2t_0\sin k_n>0\), so \(\lambda_n\) describes motion away from the device.

Number the device columns \(1,\ldots,c\). Let mode \(m\) arrive from the right with unit amplitude at column \(c\). The lead equations at columns \(j>c\) also involve \(\psi_c\), so for \(j\ge c\)

\[
\psi_j=\phi_m\lambda_m^{-(j-c)}+\sum_n r_n\phi_n\lambda_n^{j-c}.
\]

Define \(\Lambda=\sum_n\phi_n\lambda_n\phi_n^\dagger\). Since \(\sum_n r_n\phi_n=\psi_c-\phi_m\),

\[
\psi_{c+1}=\Lambda\psi_c+(\lambda_m^{-1}-\lambda_m)\phi_m
=\Lambda\psi_c-2i\sin k_m\,\phi_m.
\]

On the left there are outgoing waves alone, so \(\psi_0=\Lambda\psi_1\). The device equation at column \(c\) contains \(+t_0\psi_{c+1}\) when all terms are collected as \((E-H)\psi+\ldots=0\). Moving the known wave to the right side gives

\[
(E-H-\Sigma_L-\Sigma_R)\psi=i\gamma_m\phi_m^R,\qquad
\psi=i\gamma_mG\phi_m^R, \tag{3}
\]

where \(\Sigma_a=-t_0\Lambda\) acts on the end column at lead \(a\), and \(\phi_m^R\) is \(\phi_m\) placed on column \(c\). The outgoing amplitude in left mode \(n\) is \(\phi_n^{L\dagger}\psi\). Multiplying by \(\sqrt{\gamma_n/\gamma_m}\) makes its square a ratio of currents:

\[
s_{nm}=i\sqrt{\gamma_n\gamma_m}\,\phi_n^{L\dagger}G\phi_m^R. \tag{4}
\]

This is the Fisher–Lee amplitude. For an open mode \(i[-t_0\lambda_n+t_0\lambda_n^*]=2t_0\sin k_n=\gamma_n\). For a closed mode \(\lambda_n\) is real and the result is zero. Hence \(\Gamma_a=W_aW_a^\dagger\), where the columns of \(W_a\) are \(\sqrt{\gamma_n}\phi_n^a\) over open modes, and

\[
s=iW_L^\dagger GW_R. \tag{5}
\]

Finally \(T=\operatorname{Tr}[ss^\dagger]=\operatorname{Tr}[W_L^\dagger GW_RW_R^\dagger G^\dagger W_L]\), which is (2) by cyclic order. This trace is the Caroli formula. \(\square\)

For other leads the theorem below needs only (2) and a factorization \(\Gamma_a=W_aW_a^\dagger\), which exists because \(\Gamma_a\ge0\).

### Lemma 2. Two consequences of current conservation

For Hermitian \(H\), \(s^\dagger s\le1\), and the transmission is the same in both directions.

*Proof.* Definition (1) gives \(G^{-1}-(G^\dagger)^{-1}=i\Gamma\). Multiplication by \(G^\dagger\) on the left and \(G\) on the right gives \(G^\dagger-G=iG^\dagger\Gamma G\). The opposite placement gives \(G^\dagger-G=iG\Gamma G^\dagger\). Therefore

\[
i(G-G^\dagger)=G^\dagger\Gamma G=G\Gamma G^\dagger. \tag{6}
\]

Put \(X=W_R^\dagger GW_R\) and \(\rho=-1+iX\). Replacing \(G^\dagger\Gamma_LG\) by \(i(G-G^\dagger)-G^\dagger\Gamma_RG\) gives

\[
s^\dagger s=i(X-X^\dagger)-X^\dagger X=1-\rho^\dagger\rho\le1. \tag{7}
\]

The last equality follows by expanding \(\rho^\dagger\rho=(-1-iX^\dagger)(-1+iX)\). By (3), \(\rho\) is the matrix of reflection amplitudes.

Next multiply the two right members of (6) by \(\Gamma_L\) and take traces. The terms containing \(\Gamma_L\) twice agree by cyclic order. What remains is

\[
\operatorname{Tr}[\Gamma_LG\Gamma_RG^\dagger]
=\operatorname{Tr}[\Gamma_LG^\dagger\Gamma_RG]
=\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger]. \quad\square
\]

### Theorem. Linear response of the transmission

Let \(H\) become \(H+dH\), while \(E\), the basis, both leads and both contacts stay fixed. Then

\[
\boxed{dT=2\operatorname{Re}\operatorname{Tr}
[\Gamma_LG\,dH\,G\Gamma_RG^\dagger]+O(dH^2).} \tag{8}
\]

*Proof.* The new Green function \(G'\) satisfies \((G')^{-1}=G^{-1}-dH\). Multiplying by \(G\) on the left and \(G'\) on the right gives \(G=G'-G\,dH\,G'\), or

\[
G'=G+G\,dH\,G'=G+G\,dH\,G+G\,dH\,G\,dH\,G'. \tag{9}
\]

For \(\|G\,dH\|<1\), repeated substitution converges, and \(G'\) stays bounded as \(dH\to0\). The first-order change of \(G\) is \(G\,dH\,G\), with a plus sign because \(H\) enters \(G^{-1}\) with a minus sign. Since \(W_L,W_R\) are fixed, the amplitude changes by

\[
\delta s=iW_L^\dagger G\,dH\,GW_R+O(dH^2). \tag{10}
\]

From \(T=\operatorname{Tr}[ss^\dagger]\),

\[
T'-T=\operatorname{Tr}[\delta s\,s^\dagger]
+\operatorname{Tr}[s\,\delta s^\dagger]
+\operatorname{Tr}[\delta s\,\delta s^\dagger].
\]

The first two traces are complex conjugates, since \((\operatorname{Tr}M)^*=\operatorname{Tr}M^\dagger\). The third is of second order. In the first, \(s^\dagger=-iW_R^\dagger G^\dagger W_L\), and \(i(-i)=1\). Cyclic order then gives (8). \(\square\)

The proof never used \(dH=dH^\dagger\). With an absorbing perturbation (8) still gives the change of the coherent trace, but Lemma 2 no longer applies to the perturbed device, and exchanging \(L\) and \(R\) can change the answer. Both cases were tested on a random complex Hermitian 6 by 6 matrix with broadening matrices of rank two. Central differences with step \(10^{-4}\) agreed with (8) to \(8.0\times10^{-9}\). Exchanging the leads changed the derivative by \(1.4\times10^{-15}\) for a Hermitian perturbation and by 0.2001 for an absorbing one, in the dimensionless units of that test.

If a nonorthogonal basis with overlap matrix \(S\) changes too, \(G^{-1}=ES-H-\Sigma_L-\Sigma_R\), and the same proof replaces \(dH\) by \(dH-E\,dS\), provided the self-energies stay fixed.

### Corollary 1. A site-energy shift

For \(dH=\varepsilon|n\rangle\langle n|\), cyclic order turns (8) into a diagonal matrix element:

\[
\frac{\partial T}{\partial\varepsilon_n}=2\operatorname{Re}A_n,\qquad
A_n=\langle n|G\Gamma_RG^\dagger\Gamma_LG|n\rangle. \tag{11}
\]

Moreover,

\[
\left|\frac{\partial T}{\partial\varepsilon_n}\right|\le2\sqrt{B_n},\qquad
B_n=\langle n|G\Gamma_RG^\dagger|n\rangle
\langle n|G^\dagger\Gamma_LG|n\rangle. \tag{12}
\]

*Proof of the bound.* Equation (5) gives \(W_R^\dagger G^\dagger W_L=is^\dagger\), so \(A_n=i\langle n|GW_R\,s^\dagger\,W_L^\dagger G|n\rangle\). By (7), \(s^\dagger\) does not lengthen a vector. The Cauchy–Schwarz inequality bounds \(|A_n|\) by the product of the lengths of \(W_R^\dagger G^\dagger|n\rangle\) and \(W_L^\dagger G|n\rangle\). Their squares are the two factors of \(B_n\). \(\square\)

### Remark 1. The origin of the sign

In (10), \(iGW_R\) contains the waves arriving from the right, evaluated at the perturbed site. The factor \(W_L^\dagger G\) carries the wavelet scattered there to the left lead. The term \(2\operatorname{Re}\operatorname{Tr}[s^\dagger\delta s]\) is its interference with the wave already transmitted. The sign is that of an interference term, whatever the sign of the local potential.

A chain with one site per column, and hence a single mode, taken to be open, makes this explicit. Take a real symmetric \(H\), so \(G^T=G\), and a site \(j\) in a flat region to the left of the scatterer. Let \(r\) be the reflection amplitude from the left, referred to column 1. Unit incident waves from left and right have, at this site, the values

\[
\psi_L=e^{ik(j-1)}+re^{-ik(j-1)},\qquad \psi_R=se^{-ik(j-1)}.
\]

By (3), \(GW_a=-i\psi_a/\sqrt\gamma\) at the site. Symmetry gives \(W_L^\dagger G|j\rangle=-i\psi_L/\sqrt\gamma\), and (10) becomes

\[
\delta s=-\frac{i\varepsilon}{\gamma}\psi_L\psi_R
=-\frac{i\varepsilon s}{\gamma}\left[1+re^{-2ik(j-1)}\right].
\]

Multiplying by \(2s^*\) and taking the real part yields

\[
\frac{\partial T}{\partial\varepsilon_j}
=\frac{2T}{\gamma}\operatorname{Im}\left[re^{-2ik(j-1)}\right]. \tag{13}
\]

The response alternates in sign with a period of half a wavelength. Reflection from the added site can cancel part of the reflection already present. If \(r=0\), there is nothing to cancel and the linear term vanishes.

### Remark 2. Extremal transmission and resonance

If \(T\) equals the number of open modes, it is at its upper bound. A differentiable function of \(\varepsilon\) has zero slope at such an interior maximum, so (11) vanishes at every site. The same holds at \(T=0\), the lower bound.

For one level at \(\varepsilon_0\), with energy-independent widths and \(\Gamma=\Gamma_L+\Gamma_R\), put \(D=(E-\varepsilon_0)^2+\Gamma^2/4\). Then \(T=\Gamma_L\Gamma_R/D\), and (11) gives

\[
\frac{\partial T}{\partial\varepsilon_0}
=2\Gamma_L\Gamma_R|G|^2\operatorname{Re}G
=\frac{2\Gamma_L\Gamma_R(E-\varepsilon_0)}{D^2},
\]

in agreement with direct differentiation. The slope vanishes on resonance, even for unequal widths. The expansion requires \(|\varepsilon|\ll|G|^{-1}=\sqrt D\), so the linear range is small when \(E\) lies near a narrow resonance.

## II. Finite shifts and a worked wire

The symbols carried over are these. \(G\) is the retarded Green function of the device with its leads, \(\Gamma_L,\Gamma_R\) are the broadening matrices, and \(T=\operatorname{Tr}[\Gamma_LG\Gamma_RG^\dagger]\) is the transmission per spin. With fixed energy and leads, a device perturbation gives \(dT=2\operatorname{Re}\operatorname{Tr}[\Gamma_LG\,dH\,G\Gamma_RG^\dagger]\) to first order. For a shift \(\varepsilon\) of site \(n\), the slope is \(2\operatorname{Re}A_n\), with \(A_n=\langle n|G\Gamma_RG^\dagger\Gamma_LG|n\rangle\). Its magnitude is at most \(2\sqrt{B_n}\), where \(B_n=\langle n|G\Gamma_RG^\dagger|n\rangle\langle n|G^\dagger\Gamma_LG|n\rangle\). The lead hopping is \(-t_0\), and \(\lambda_n\) is the factor per column of an outgoing or decaying lead mode.

### Proposition 1. One site at finite strength

Write \(g=\langle n|G|n\rangle\) and \(\tau=\varepsilon/(1-\varepsilon g)\). Whenever \(1-\varepsilon g\ne0\),

\[
T(\varepsilon)=T+2\operatorname{Re}(\tau A_n)+|\tau|^2B_n. \tag{14}
\]

*Proof.* The Dyson equation is \(G'=G+\varepsilon G|n\rangle\langle n|G'\). Its row \(n\) gives \(\langle n|G'=\langle n|G/(1-\varepsilon g)\). Substitution yields

\[
G'=G+\tau G|n\rangle\langle n|G.
\]

Insert this in the transmission trace. The two terms linear in the added matrix are conjugates and sum to \(2\operatorname{Re}(\tau A_n)\). The remaining term is

\[
|\tau|^2\operatorname{Tr}[\Gamma_LG|n\rangle\langle n|G\Gamma_RG^\dagger
|n\rangle\langle n|G^\dagger]=|\tau|^2B_n. \quad\square
\]

For small \(\varepsilon\), \(\tau=\varepsilon+\varepsilon^2g+\varepsilon^3g^2+\ldots\) and \(|\tau|^2=\varepsilon^2(1+2\varepsilon\operatorname{Re}g+\ldots)\). Thus \(T(\varepsilon)-T=c_1\varepsilon+c_2\varepsilon^2+c_3\varepsilon^3+\ldots\), where

\[
\begin{aligned}
c_1&=2\operatorname{Re}A_n,\\
c_2&=2\operatorname{Re}(A_ng)+B_n,\\
c_3&=2\operatorname{Re}(A_ng^2)+2B_n\operatorname{Re}g.
\end{aligned}\tag{15}
\]

A central difference with step \(\eta\) removes the even terms:

\[
\frac{T(\eta)-T(-\eta)}{2\eta}=c_1+c_3\eta^2+O(\eta^4). \tag{16}
\]

The first-order response of the transmission to any device perturbation, and its exact change under a finite shift of one site, now follow from the Green function of the unperturbed device. It remains to test these results on the model wire, to show why the leads must be held fixed, and to assess the accuracy of the wire model.

Numerical values quoted here were computed with a short program.
